# Impurity Green functions by Lanczos: moments, off-diagonal elements and degenerate ground states

Suppose an impurity model with a finite bath has been diagonalized for one ground state $|\psi\rangle$. A naive solver applies $d^\dagger_{a\uparrow}$ and $d_{a\uparrow}$ to it, runs Lanczos steps from each of the two vectors, and reads the Green function as the sum of the two resulting small-matrix resolvents. In the first model below, at $z=0.5+0.2i$ eV, this converges to $G_{aa}=-0.841-0.289i$ eV$^{-1}$ or to $+0.393-0.061i$ eV$^{-1}$, depending on which member of a spin doublet was found. The correct value is $-0.224-0.175i$ eV$^{-1}$. If a run started from $d^\dagger_{b\uparrow}|\psi\rangle$ is projected onto $d^\dagger_{a\uparrow}|\psi\rangle$ to get the particle part of $G_{ab}$, three steps still leave its third moment wrong, although three steps fix moments 0 to 5 of a diagonal element.

These are two separate faults: the wrong state average, and a projection that favours one of the two orbitals. To cure them we need to know what is being computed and what a truncated run guarantees.

## The quantity to compute

The Hamiltonian is

$$H=\sum_{ij\sigma}h_{ij}c^\dagger_{i\sigma}c_{j\sigma}+U\sum_{m=a,b}n_{m\uparrow}n_{m\downarrow}+U'n_an_b .$$

Orbitals $a,b$ are the impurity, with operators written $d$; orbitals 1 and 2 are the bath. Here $n_m=n_{m\uparrow}+n_{m\downarrow}$, one-particle energies are measured from the chemical potential, and $\hbar=1$. Energies are in eV. The indices $p,q$ include spin.

The retarded function is $G_{pq}(t)=-i\theta(t)\langle\{d_p(t),d_q^\dagger\}\rangle$. Insert eigenstates $H|m\rangle=E_m|m\rangle$. Both orderings carry the time factor $e^{i(E_m-E_n)t}$, and for $\mathrm{Im}\,z>0$

$$-i\int_0^\infty dt\,e^{i(z+E_m-E_n)t}=\frac1{z+E_m-E_n}.$$

With $\beta$ the inverse temperature and $Z$ the partition function,

$$G_{pq}(z)=\frac1Z\sum_{mn}\left(e^{-\beta E_m}+e^{-\beta E_n}\right)\frac{\langle m|d_p|n\rangle\langle n|d_q^\dagger|m\rangle}{z+E_m-E_n}.$$

Let the lowest energy over all particle numbers be $E_0$, with $g$ orthonormal ground states $|i\rangle$, and set $K=H-E_0$. As $\beta\to\infty$, each ground state gets weight $1/g$. In the first term $m$ is a ground state and the denominator is $z-(E_n-E_0)$. In the second $n$ is a ground state and the denominator is $z+(E_m-E_0)$. Summing over the other, complete index gives

$$G_{pq}(z)=\frac1g\sum_{i=1}^g\left[\langle i|d_p\frac1{z-K}d_q^\dagger|i\rangle+\langle i|d_q^\dagger\frac1{z+K}d_p|i\rangle\right].\tag{1}$$

This is a trace over the ground space, so any orthonormal basis of it gives the same answer. The formula needs a temperature far below the gap to the next level. If a field splits the ground space by an amount comparable to the temperature, Boltzmann weights must replace $1/g$, and each member $|i\rangle$ needs its own energy, $K=H-E_i$.

## What a truncated run guarantees

Each diagonal term is a resolvent element $\langle v|(z\mp K)^{-1}|v\rangle$. Start from $v_1=v/\|v\|$ and define, with $b_0=0$,

$$b_jv_{j+1}=Kv_j-a_{j-1}v_j-b_{j-1}v_{j-1},\qquad a_{j-1}=\langle v_j|K|v_j\rangle,\tag{2}$$

where $b_j>0$ normalizes $v_{j+1}$.

Only two subtractions are needed. Assume $v_1,\dots,v_j$ are orthonormal, and call the right side $r$.

- The choice of $a_{j-1}$ gives $\langle v_j|r\rangle=0$.
- Since $K$ is Hermitian, $\langle v_{j-1}|K|v_j\rangle=\langle Kv_{j-1}|v_j\rangle=b_{j-1}$, so $\langle v_{j-1}|r\rangle=0$.
- For $i<j-1$, $Kv_i$ contains vectors only up to $v_{i+1}$, which are orthogonal to $v_j$.

Collect the first $n$ vectors as columns of $V_n$. Then

$$KV_n=V_nT_n+b_nv_{n+1}e_n^T,\tag{3}$$

where $T_n$ is tridiagonal, with diagonal $a_0,\dots,a_{n-1}$ and off-diagonal $b_1,\dots,b_{n-1}$.

**The continued fraction.** Replace $K$ by $T_n$ and solve $(z-T_n)x=e_1$ from the last row upward. That row gives $x_n=R_nb_{n-1}x_{n-1}$ with $R_n=1/(z-a_{n-1})$. If $x_{j+1}=R_{j+1}b_jx_j$, row $j$ becomes

$$(z-a_{j-1}-b_j^2R_{j+1})x_j=b_{j-1}x_{j-1}.$$

Thus $R_j=1/(z-a_{j-1}-b_j^2R_{j+1})$. The first row has 1 on its right side, so $x_1=R_1$ and

$$\langle v|\frac1{z-K}|v\rangle\approx\cfrac{\|v\|^2}{z-a_0-\cfrac{b_1^2}{z-a_1-\cdots}}.\tag{4}$$

For $\mathrm{Im}\,z>0$ each $R_j$ has negative imaginary part, so no denominator vanishes. For the hole term, $z+K=z-(-K)$: every $a_j$ changes sign and every $b_j^2$ stays.

**The moments.** Assume no breakdown before step $n$. We first show that

$$K^jv_1=V_nT_n^je_1,\qquad 0\le j\le n-1.\tag{5}$$

It holds for $j=0$. Apply $K$ to the statement for $j-1$ and use (3). The extra term contains $e_n^TT_n^{j-1}e_1$. A tridiagonal matrix moves by at most one index per factor, and getting from 1 to $n$ takes $n-1$ factors, so this vanishes for $j\le n-1$.

Now take $1\le k\le2n-1$ and write $k=l+1+j$ with $l,j\le n-1$. Equation (3) gives $V_n^\dagger KV_n=T_n$, hence

$$\langle v_1|K^k|v_1\rangle=e_1^TT_n^l\,(V_n^\dagger KV_n)\,T_n^je_1=(T_n^k)_{11}.\tag{6}$$

The case $k=0$ is normalization. So $n$ steps reproduce $2n$ moments, $k=0,\dots,2n-1$. The doubling comes from using (5) on both sides.

**The first failure.** For $j=n$ the extra term survives. Now $e_n^TT_n^{n-1}e_1=b_1\cdots b_{n-1}$, since every factor must raise the index, and

$$K^nv_1=V_nT_n^ne_1+b_1\cdots b_n\,v_{n+1}.$$

The two parts are orthogonal. Taking the squared norm and restoring $\|v\|^2$,

$$\langle v|K^{2n}|v\rangle-\|v\|^2(T_n^{2n})_{11}=\|v\|^2b_1^2\cdots b_n^2.\tag{7}$$

If $b_n=0$, the space is invariant under $K$ and (4) is exact. These are statements of exact arithmetic. In floating point the recurrence (2) gradually loses orthogonality, which can delay convergence and produce repeated eigenvalues of $T_n$; the program avoids this by explicit reorthogonalization.

**Model A.** Let $\varepsilon_a=-2$, $\varepsilon_b=-1$, bath levels $-2$ and $2$, $U=4$, $U'=2$, and hybridization of magnitude $0.5$ between each impurity orbital and each bath level. The link from $b$ to bath 2 has phase $\pi/2$, $h_{b2}=0.5\,e^{i\pi/2}$, and the other three are real and positive; the opposite sign of the phase would interchange $G_{ab}$ and $G_{ba}$. The ground state is a doublet at $E_0=-6.300$ in the sectors $(N_\uparrow,N_\downarrow)=(1,2)$ and $(2,1)$.

Starting from $d^\dagger_{a\uparrow}$ on the $(1,2)$ member, the program finds $\|v\|^2=0.9843$ and

$$a_0,a_1,a_2=2.076,\,3.471,\,5.983,\qquad b_1,b_2,b_3=0.8816,\,2.5364,\,2.2049 .$$

With $n=3$, moments 0 to 5 agree. The sixth is 1620.556 eV$^6$ against 1596.629 eV$^6$ from $T_3$, a difference of 23.927. Equation (7) predicts

$$0.9843\times0.7772\times6.4334\times4.8616=23.93 .$$

**Frequency dependence.** For $|z|$ larger than the largest eigenvalue of $K$, $(z\mp K)^{-1}=\sum_k(\pm1)^kK^k/z^{k+1}$. The moments of $G$ are therefore

$$M_k^{pq}=\frac1g\sum_i\left[\langle i|d_pK^kd_q^\dagger|i\rangle+(-1)^k\langle i|d_q^\dagger K^kd_p|i\rangle\right].$$

With $n$ steps for each part, $2n$ of them are right. Since $2n$ is even, the particle and hole defects add:

$$G_{pp}-G_{pp}^{(n)}=\frac{D}{z^{2n+1}}+O(z^{-2n-2}),\tag{8}$$

where $D$ is the ground-space average of the summed defects (7). Unlike (1), a truncated result depends on the basis chosen in the ground space; the numbers here use the $(1,2)$ and $(2,1)$ members. For $G_{aa}$ and $n=2$, $D=2.754$ eV$^4$. The real part of $z^5(G-G^{(2)})$ at $z=300i$ eV is 2.748, lower by 0.2%. On the imaginary axis the next correction is imaginary, so the real part deviates only at relative order $1/|z|^2$.

Moments control high frequencies; they do not promise accuracy near the poles. At $z=0.5+0.2i$, where $|G_{aa}|=0.284$ eV$^{-1}$, the error is 0.157 for $n=1$, 0.047 for $n=4$ and 0.0003 for $n=8$. The number of steps should be set by convergence at the frequencies in use.

## Off-diagonal elements

Write $R=(z-K)^{-1}$, $u=d_p^\dagger|i\rangle$ and $v=d_q^\dagger|i\rangle$. The particle part needs $\langle u|R|v\rangle$. Projecting the run that started from $v$ gives

$$\langle u|R|v\rangle\approx\|v\|\,\langle u|V_n(z-T_n)^{-1}e_1 .$$

Equation (5) now helps on the right side only. Moments 0 to $n-1$ are correct, but moment $n$ misses $\|v\|b_1\cdots b_n\langle u|v_{n+1}\rangle$, which has no general reason to vanish. For model A with $n=3$, the moment $k=2$ is correct to rounding and $k=3$ is wrong by 1.66 eV$^3$.

To keep $2n$ moments, express the element through diagonal ones, $F(x)=\langle x|R|x\rangle$. Since the bra of $u+iv$ is $\langle u|-i\langle v|$,

$$F(u+v)=F(u)+F(v)+R_{uv}+R_{vu},$$

$$F(u+iv)=F(u)+F(v)+iR_{uv}-iR_{vu}.$$

Multiply the second line by $-i$, which turns its last two terms into $R_{uv}-R_{vu}$, and add it to the first:

$$R_{uv}=\tfrac12\left[F(u+v)-iF(u+iv)-(1-i)\bigl(F(u)+F(v)\bigr)\right].\tag{9}$$

Each $F$ from $n$ steps has $2n$ correct moments. The combination is linear, so it has them too. For the hole part, read the order from (1): the bra is that of $d_q|i\rangle$, so $u=d_q|i\rangle$, $v=d_p|i\rangle$ and $R=(z+K)^{-1}$.

If $K$ and the ground states are real, $R$ is symmetric, $R_{uv}=R_{vu}$, and the first line suffices. In model A the hoppings around the ring $a$–1–$b$–2 have a product with phase of magnitude $\pi/2$, which no redefinition of orbital phases removes. At the same $z$,

$$G_{ab}=-0.109-0.005i,\qquad G_{ba}=0.021+0.033i\quad\text{eV}^{-1}.$$

The run for $u+v$ alone would return their mean, $-0.044+0.014i$, for both.

**A check from the ground state.** Because $K|i\rangle=0$, we have $\langle i|d_pK=\langle i|[d_p,H]$ and $-Kd_p|i\rangle=[d_p,H]|i\rangle$. Hence $M_1^{pq}=\langle\{[d_p,H],d_q^\dagger\}\rangle$, averaged over the ground space. From

$$[d_{a\uparrow},H]=\sum_jh_{aj}c_{j\uparrow}+(Un_{a\downarrow}+U'n_b)d_{a\uparrow},$$

the anticommutator with $d^\dagger_{a\uparrow}$ gives

$$M_1^{aa}=\varepsilon_a+U\langle n_{a\downarrow}\rangle+U'\langle n_b\rangle .$$

With $d^\dagger_{b\uparrow}$ the $U$ term vanishes, while

$$\{n_bd_{a\uparrow},d^\dagger_{b\uparrow}\}=-[n_b,d^\dagger_{b\uparrow}]d_{a\uparrow}=-d^\dagger_{b\uparrow}d_{a\uparrow},$$

so $M_1^{ab}=h_{ab}-U'\langle d^\dagger_{b\uparrow}d_{a\uparrow}\rangle$. These look like Hartree and Fock shifts, but the averages are those of the correlated ground space. Numerically,

$$M_1^{aa}=-2+4(0.4925)+2(0.0655)=0.101\ \text{eV},$$

$$M_1^{ab}=0-2(-0.0287-0.0317i)=0.057+0.063i\ \text{eV}.$$

One Lanczos step per vector reproduces both, as it must with two correct moments.

**What (9) does not guarantee.** Define the particle spectral matrix $A=i(G-G^\dagger)/2\pi$ at $z=\omega+i\eta$, where $G$ now denotes the particle part in the space of $u$ and $v$. The true $A$ is positive semidefinite. In a truncated calculation, $F(u+v)$ generally has poles that $F(u)$ and $F(v)$ lack. Near such a pole the off-diagonal elements grow as $1/\eta$ while the diagonal ones stay bounded, so the determinant turns negative. With $n=2$ and $\eta=0.001$ eV, the lowest eigenvalue of $A$ in model A reaches $-266$ eV$^{-1}$.

If truncated spectra are needed, treat the two vectors together. Let $X=(u,v)$, let $Q$ hold an orthonormal basis of the span of $X,KX,\dots,K^{n-1}X$, and put $T=Q^\dagger KQ$, $B=Q^\dagger X$. Then $K^jX=QT^jB$ for $j\le n-1$: if it holds for $j-1$, then $K^jX=KQT^{j-1}B$, and as this lies in the span, applying $QQ^\dagger$ leaves it unchanged and gives $QT^jB$. Splitting $k=l+1+j$ as before yields $2n$ matrix moments. Moreover,

$$G^{(n)}=B^\dagger\frac1{z-T}B,\qquad A^{(n)}=B^\dagger\frac{\eta/\pi}{(\omega-T)^2+\eta^2}B\ge0 .$$

At the two poles of $F(u+v)$, where (9) gives negative eigenvalues, the lowest block eigenvalue is $3.5\times10^{-5}$ eV$^{-1}$, small but positive. Equation (9) has the advantage of reusing a scalar solver, and it is safe once every run has converged at the frequencies and the $\eta$ in use; convergence at a larger $\eta$ does not imply it.

## Degenerate ground states

The two values in the opening can be understood with the bath removed. In the $(1,2)$ member orbital $a$ holds a down electron. Adding an up electron costs $\varepsilon_a+U=2$, so $G_{aa,\uparrow}\approx1/(z-2)=-0.66-0.09i$. In the $(2,1)$ member the up electron is present and can be removed at cost 2, so $G_{aa,\uparrow}\approx1/(z+2)=0.40-0.03i$. Each member is magnetically polarized. Their average, as (1) demands, is

$$\tfrac12\left[(-0.841-0.289i)+(0.393-0.061i)\right]=-0.224-0.175i\ \text{eV}^{-1}.$$

The functions are averaged, not the coefficients $a_j,b_j$. In DMFT this must happen before $G$ is inverted to obtain a self-energy, because (1) defines $G$ itself.

An equal superposition of the two members is no substitute. It gives the right $G_{aa,\uparrow}$, since the cross terms connect different spin sectors and vanish. But it is polarized sideways: it has a spin-flip element $G_{a\uparrow,a\downarrow}$ of magnitude 0.63 eV$^{-1}$, which is zero in the average.

**Finding every member.** In exact arithmetic, a single Lanczos run for the ground state cannot reveal the degeneracy. Let $P$ project onto the eigenspace of energy $E$. For any start vector $x$,

$$PH^jx=E^jPx,$$

so the whole Krylov space sees one direction of that eigenspace. The remedy has two levels. Search every $(N_\uparrow,N_\downarrow)$ sector. Within each, restart from a random vector orthogonal to the eigenvectors already found, and keep all later vectors orthogonal to them. Their orthogonal complement is invariant under $H$, so the new run finds the next state. Stop when its energy lies above the lowest in that sector, then compare the sectors. The tolerance for calling energies equal must exceed the solver error and stay below any physical splitting.

**Model B** needs both levels. Set $\varepsilon_a=\varepsilon_b=-1$, couple $a$ to bath 1 only and $b$ to bath 2 only, with both bath levels at $-2$; $U$, $U'$ and the hybridization strength are unchanged. The ground space at $E_0=-9.209$ is fourfold, with two states in $(2,3)$ and two in $(3,2)$. The ground-space components of one eight-vector Krylov space have singular values 1.0000 and $2\times10^{-12}$: one direction, to rounding.

The two $(2,3)$ states can be chosen as $|A\rangle$, with the unpaired down electron on the pair $a$–1, and $|B\rangle$, with it on $b$–2. The solver returns some mixture $\alpha|A\rangle+\gamma|B\rangle$. Each pair conserves its electron number for each spin, which decides the cross terms:

- **Spin down.** $d^\dagger_{b\downarrow}|A\rangle$ and $d^\dagger_{a\downarrow}|B\rangle$ both have one up and two down electrons on each pair. They can overlap, and so can the hole vectors $d_{a\downarrow}|A\rangle$ and $d_{b\downarrow}|B\rangle$, which have one up and one down electron on each pair. Both cross terms carry the factor $\gamma^*\alpha$, so for one member $|G_{ab,\downarrow}|$ is proportional to $|\alpha\gamma|$: it is zero for pure $|A\rangle$ or $|B\rangle$, and the mixture found here gives $1.10$ eV$^{-1}$.
- **Spin up.** $d^\dagger_{b\uparrow}|A\rangle$ has two up electrons on $b$–2, while $d^\dagger_{a\uparrow}|B\rangle$ has two on $a$–1. The hole terms are orthogonal for the same reason, and $G_{ab,\uparrow}$ vanishes even for one member.

In the average both vanish. The trace may be taken with $|A\rangle$ and $|B\rangle$ themselves, and for each of these $d_a^\dagger$ and $d_b^\dagger$ lead to different pair numbers. The diagonal elements are repaired too: the same mixture gives $G_{aa,\uparrow}=-0.783-0.195i$ and $G_{bb,\uparrow}=-0.960-0.267i$, while the average gives $-0.567-0.264i$ eV$^{-1}$ for both. A check of the spin-up off-diagonal element alone would have missed the broken orbital symmetry.

For both models the numerical check compares the averaged, completed Lanczos runs with the thermal sum from full diagonalization at $\beta=100$ eV$^{-1}$. The agreement concerns the finite-bath model; how well that bath represents a continuous one is a separate question.

## Computed values

```
A: levels a,b,bath1,bath2 = [-2. -1. -2.  2.] eV
A: U = 4.0, U' = 2.0, V = 0.5 eV; phase = 1.5708 rad
A: E0 = -6.300095 eV, degeneracy 2, gap 0.779046 eV
A: ground sectors (N_up,N_dn) = [(1, 2), (2, 1)]
A: start d+_a,up on sector (1, 2): |v|^2 = 0.984316
A: a_0..a_2 = 2.075961 3.471339 5.983099 eV
A: b_1..b_3 = 0.881584 2.536420 2.204908 eV
A: moment k=0: exact 0.984316, n=3 0.984316 eV^0
A: moment k=1: exact 2.043402, n=3 2.043402 eV^1
A: moment k=2: exact 5.007024, n=3 5.007024 eV^2
A: moment k=3: exact 14.638079, n=3 14.638079 eV^3
A: moment k=4: exact 53.932360, n=3 53.932360 eV^4
A: moment k=5: exact 261.815979, n=3 261.815979 eV^5
A: moment k=6: exact 1620.555904, n=3 1596.629077 eV^6
A: |v|^2 b1^2 b2^2 b3^2 = 23.926828 eV^6
A: one-run off-diagonal moment error, n=3: k=2 1.7e-16 eV^2, k=3 1.655613 eV^3
A: lowest spectral eigenvalue, n=2, eta=0.001 eV: polarization -265.5371, block 3.544e-05 1/eV
A: <n_a,dn> = 0.492541, <n_b> = 0.065528, <d+_b d_a> = -0.028669-0.031660j
A: first moments M1_aa = 0.101222, M1_ab = 0.057337+0.063320j eV
A: G_aa(z=(0.5+0.2j) eV) = -0.224087-0.174805j 1/eV
A: G_ab(z=(0.5+0.2j) eV) = -0.108526-0.004760j 1/eV
A: G_ba(z=(0.5+0.2j) eV) = 0.021301+0.032808j 1/eV
A: n=1: |error| G_aa 1.57e-01, G_ab 2.23e-01 1/eV
A: n=2: |error| G_aa 1.08e-01, G_ab 1.53e-01 1/eV
A: n=4: |error| G_aa 4.66e-02, G_ab 1.62e-02 1/eV
A: n=8: |error| G_aa 3.25e-04, G_ab 6.89e-04 1/eV
A: n=12: |error| G_aa 4.16e-05, G_ab 3.89e-05 1/eV
A: n=2 tail z^5(G-G2) at z=300i eV: 2.74832, D = 2.75402 eV^4
A: G_aa,up from member (1, 2) alone = -0.841455-0.288630j 1/eV
A: G_aa,up from member (2, 1) alone = 0.393281-0.060981j 1/eV
A: |G_a,up;a,dn|: superposition 0.627773, average 5.2e-16 1/eV
B: levels a,b,bath1,bath2 = [-1. -1. -2. -2.] eV, V = 0.5 eV
B: E0 = -9.209436 eV, degeneracy 4, gap 0.501890 eV
B: ground sectors = [(2, 3), (2, 3), (3, 2), (3, 2)]
B: ground-space singular values of one Krylov space: 1.0000, 2.1e-12
B: G_aa,up: one member -0.782948-0.195192j, average -0.567362-0.263850j 1/eV
B: G_bb,up: one member -0.960080-0.266783j, average -0.567362-0.263850j 1/eV
B: |G_ab,up|: one member 7.40884e-16, average 6.4e-16 1/eV
B: |G_ab,dn|: one member 1.09787, average 1.9e-16 1/eV
```
